# Adjoint gradient for one-dimensional Kohn–Sham density inversion, part 1

(Sections cited here and not found follow in the second part.)

## The form of the gradient from units and symmetry

The option computes the derivative of a density mismatch with respect to the Kohn–Sham potential, and units and symmetry suggest a form for that derivative, up to one number, before any equation is solved. Hartree atomic units are used, in one dimension, between hard walls, with real orbitals. The Hamiltonian is $H[v]=-\tfrac12\,d^2/dx^2+v(x)$. Its $N_o$ lowest orbitals $\phi_i$, with energies $\varepsilon_i$, carry fixed occupations $f_i>0$, so that $n=\sum_i f_i\phi_i^2$. For a target $n_0>0$ and a weight $w>0$ that does not depend on $v$,

$$J[v]=\tfrac12\int w\,(n-n_0)^2\,dx,\qquad u\equiv\frac{\delta J}{\delta n}=w\,(n-n_0),\qquad g\equiv\frac{\delta J}{\delta v}.$$

Four properties constrain $g$. First, $J$ depends on $v$ only through $n$, so the chain rule makes $g$ linear in $u$, with the response $\delta n/\delta v$ as kernel. Second, $n$ is unchanged by $\phi_i\to-\phi_i$ and is linear in $f_i$, so each orbital contributes a term $p_i\phi_i$ in which $p_i$ is odd in $\phi_i$ and proportional to $f_i$. Third, $\delta J=\int g\,\delta v\,dx$ gives $g$ the unit $[u]/(\text{energy}\cdot\text{length})$. Since $\phi_i$ has the unit $\text{length}^{-1/2}$, the function $p_i$ has the unit of $u\phi_i$ divided by one energy. Fourth, adding a constant to $v$ shifts $H$ and every $\varepsilon_i$ alike and leaves the orbitals alone, so energies can enter only through shift-invariant combinations such as $H-\varepsilon_i$, and $\delta v=\text{const}$ must give $\int g\,dx=0$; since $\int n\,dx=\sum_if_i$ does not depend on $v$, a constant $u$ must also produce no response. The simplest expression that meets all four is

$$g=\sum_i p_i\phi_i,\qquad p_i=c\,f_i\,(H-\varepsilon_i)^{-1}\big(u-\langle\phi_i|u|\phi_i\rangle\big)\phi_i ,$$

with a pure number $c$. The argument restricts the form without proving it. The derivation gives this form with $c=-2$ and defines the inverse of the singular operator. No unoccupied orbital appears in the expression. The unoccupied space is still present, inside the inverse, and the option avoids only its diagonalization.

With the default weight $w=1/n_0$, $u$ and $J$ are dimensionless and $g$ is in $1/(\text{Ha}\cdot\text{bohr})$.

## Discretization and assumptions

The potential lives on $M$ interior points $x_k$ of spacing $h$. The kinetic matrix $T$ has $1/h^2$ on the diagonal and $-1/(2h^2)$ next to it. Every integral means $h\sum_k$, with $\langle a|b\rangle=h\sum_k a_kb_k$. Each step below uses only the symmetry of $H$ under this product, so the result is exact for the discrete problem. Changing one value $v_k$ by $\eta$ gives $\delta J=h\,g_k\,\eta$, hence

$$\partial J/\partial v_k=h\,g_k .$$

The optimizer receives $h g$, not $g$.

The derivation needs $\phi_i$ and $\varepsilon_i$ to be differentiable in $v$, which holds for non-degenerate levels. With hard walls this is automatic. On the grid, row $k$ of the eigenvalue equation fixes component $k+1$ from components $k$ and $k-1$, so the first component determines the whole vector and each eigenvalue has one eigenvector. In the continuum, the zero value and the slope at the wall play the same role. A gap $\Delta=\varepsilon_{N_o+1}-\varepsilon_{N_o}>0$ therefore always separates occupied from empty levels.

## The constrained problem and its adjoint equations

The inversion minimizes $J$ over $v$, $\phi_i$ and $\varepsilon_i$ subject to $(H-\varepsilon_i)\phi_i=0$ and $\langle\phi_i|\phi_i\rangle=1$. A function $p_i$, zero at the walls, and a number $\mu_i$ are attached to these constraints:

$$\mathcal L=\tfrac12\int w\Big(\sum_jf_j\phi_j^2-n_0\Big)^2dx+\sum_i\langle p_i|H-\varepsilon_i|\phi_i\rangle+\sum_i\mu_i\big(1-\langle\phi_i|\phi_i\rangle\big).$$

When $\phi_i$ and $\varepsilon_i$ solve the Kohn–Sham equations for $v$, the last two sums vanish for any $p_i,\mu_i$, so $\mathcal L=J[v]$. Let $v\to v+\delta v$ with $p_i,\mu_i$ held fixed and $\phi_i,\varepsilon_i$ following. The identity holds before and after, so $\delta J=\delta\mathcal L$. The first term changes by $\int u\,\delta n\,dx$ with $\delta n=\sum_i2f_i\phi_i\,\delta\phi_i$. The second changes in three places:

$$\delta\langle p_i|H-\varepsilon_i|\phi_i\rangle=\int p_i\phi_i\,\delta v\,dx-\delta\varepsilon_i\langle p_i|\phi_i\rangle+\langle(H-\varepsilon_i)p_i|\delta\phi_i\rangle .$$

In the last piece $H$ was moved onto $p_i$. On the grid $T$ is a symmetric matrix. In the continuum two integrations by parts leave the boundary term $-\tfrac12[p_i\,\delta\phi_i'-p_i'\,\delta\phi_i]$, which vanishes because both functions vanish at the walls. The third term changes by $-2\mu_i\langle\phi_i|\delta\phi_i\rangle$. Collecting,

$$\delta J=\int\Big(\sum_ip_i\phi_i\Big)\delta v\,dx-\sum_i\delta\varepsilon_i\langle p_i|\phi_i\rangle+\sum_i\big\langle 2f_iu\phi_i+(H-\varepsilon_i)p_i-2\mu_i\phi_i\,\big|\,\delta\phi_i\big\rangle .$$

The multipliers are free, and they are chosen to cancel the coefficients of $\delta\varepsilon_i$ and $\delta\phi_i$, which would otherwise have to be recomputed for each $\delta v$:

$$(H-\varepsilon_i)\,p_i=-2f_i\,u\,\phi_i+2\mu_i\phi_i,\qquad\langle\phi_i|p_i\rangle=0,\qquad g=\sum_ip_i\phi_i .$$

The factor 2 comes from differentiating $\phi_i^2$, and the minus sign from moving $2f_iu\phi_i$ to the right-hand side.

The number $\mu_i$ follows from solvability. Projecting the first equation on $\phi_i$ gives zero on the left, because $(H-\varepsilon_i)\phi_i=0$ and $H$ is symmetric. On the right it gives $-2f_iu_{ii}+2\mu_i$, with $u_{ij}=\langle\phi_i|u|\phi_j\rangle$. Hence

$$\mu_i=f_i\,u_{ii},\qquad(H-\varepsilon_i)\,p_i=-2f_i\,(u-u_{ii})\,\phi_i .$$

Without the $\mu_i$ term the equation has no solution unless $u_{ii}=0$. The range of the symmetric operator $H-\varepsilon_i$ is the complement of $\phi_i$, the source $-2f_iu\phi_i$ has the component $-2f_iu_{ii}\phi_i$ outside that range, and the least-squares residual has norm $2|\mu_i|$. The gauge property follows at once: $\int g\,dx=\sum_i\langle p_i|\phi_i\rangle=0$.

Form A of the option solves for $p_i$ and $\mu_i$ together:

$$\begin{pmatrix}H-\varepsilon_i&-2\phi_i\\ h\phi_i^{T}&0\end{pmatrix}\begin{pmatrix}p_i\\ \mu_i\end{pmatrix}=\begin{pmatrix}-2f_iu\phi_i\\0\end{pmatrix}.$$

The matrix is invertible. With a zero right-hand side, projection on $\phi_i$ gives $\mu_i=0$; then $(H-\varepsilon_i)p_i=0$ makes $p_i$ a multiple of $\phi_i$ by non-degeneracy, and the last row makes the multiple zero. One gradient costs one partial eigensolve and $N_o$ linear solves, whatever $M$ is, against $2M$ eigensolves for central differences.

## Relation to the response function

First-order perturbation of $(H-\varepsilon_i)\phi_i=0$ gives $(H-\varepsilon_i)\delta\phi_i=-(\delta v-\delta\varepsilon_i)\phi_i$. Projection on $\phi_i$ gives $\delta\varepsilon_i=\langle\phi_i|\delta v|\phi_i\rangle$, and normalization gives $\langle\phi_i|\delta\phi_i\rangle=0$. This is the Sternheimer equation, and it is the adjoint equation under $\delta v\to u$, $2f_i\,\delta\phi_i\to p_i$. Since $\delta n=\sum_i2f_i\phi_i\delta\phi_i$, the gradient is the density change that $u$ would cause if it were applied as a potential.

Expanding $p_i=\sum_{j\ne i}c_j\phi_j$ over all eigenfunctions, occupied and empty, and projecting on $\phi_j$ gives $(\varepsilon_j-\varepsilon_i)c_j=-2f_iu_{ji}$, where the $u_{ii}$ term drops by orthogonality. Therefore

$$p_i=2f_i\sum_{j\ne i}\frac{u_{ji}}{\varepsilon_i-\varepsilon_j}\,\phi_j,\qquad g(x)=\int\chi_s(x,x')\,u(x')\,dx',$$

$$\chi_s(x,x')=\sum_i^{\rm occ}2f_i\sum_{j\ne i}\frac{\phi_i(x)\phi_j(x)\,\phi_i(x')\phi_j(x')}{\varepsilon_i-\varepsilon_j}.$$

The kernel is symmetric, which is why the forward and adjoint equations coincide. On the grid $X_{kl}\equiv\partial n_k/\partial v_l=h\,\chi_s(x_k,x_l)$ and $g=Xu$, so column $l$ of $X$ is the adjoint result for the unit vector $u=e_l$. Cutting the sum over $j$ after a few empty states is an approximation, whereas the linear solve contains all of them.

## The projected form

For two occupied orbitals $i<j$, the term $j$ in $p_i\phi_i$ and the term $i$ in $p_j\phi_j$ share the product $\phi_i\phi_j$ and the element $u_{ij}=u_{ji}$, with opposite denominators:

$$\frac{2f_iu_{ij}}{\varepsilon_i-\varepsilon_j}\phi_i\phi_j+\frac{2f_ju_{ij}}{\varepsilon_j-\varepsilon_i}\phi_i\phi_j=\frac{2(f_i-f_j)\,u_{ij}}{\varepsilon_i-\varepsilon_j}\,\phi_i\phi_j .$$

For equal occupations this vanishes, because mixing two equally filled orbitals leaves the density unchanged. Let $P=\sum_j^{\rm occ}|\phi_j\rangle\langle\phi_j|$, $Q=1-P$ and $q_i=Qp_i$. Applying $Q$, which commutes with $H$ and annihilates $\phi_i$, to the adjoint equation gives $(H-\varepsilon_i)q_i=-2f_iQu\phi_i$. Because $Pq_i=0$, a term $\alpha Pq_i$ may be added freely. Form B is

$$(H-\varepsilon_i+\alpha P)\,q_i=-2f_i\,Q\,u\phi_i,\qquad g=\sum_iq_i\phi_i+\sum_{i<j}^{\rm occ}\frac{2(f_i-f_j)\,u_{ij}}{\varepsilon_i-\varepsilon_j}\,\phi_i\phi_j .$$

The operator has eigenvalues $\varepsilon_a-\varepsilon_i\ge\Delta$ on empty states $a$ and $\varepsilon_j-\varepsilon_i+\alpha\ge\alpha-(\varepsilon_{N_o}-\varepsilon_1)$ on occupied states. It is positive definite for every $i$ when $\alpha>\varepsilon_{N_o}-\varepsilon_1$, and conjugate gradients then apply, with only products by $H$ and by $P$. The operator $H-\varepsilon_i$ of form A has $i-1$ negative eigenvalues $\varepsilon_j-\varepsilon_i$, $j<i$, so the convergence guarantee of conjugate gradients does not cover it for $i>1$. The functions $q_i$ and $p_i$ differ by the occupied terms of the expansion; with two occupied orbitals $\|p_1-q_1\|=2f_1|u_{12}|/(\varepsilon_2-\varepsilon_1)$. The gradient is the same.

## Where the gradient vanishes

Assume that the occupations do not increase with energy. For a bounded function $y$,

$$\iint y\,\chi_s\,y=-\sum_{i}^{\rm occ}\sum_a^{\rm empty}\frac{2f_i\,y_{ai}^2}{\varepsilon_a-\varepsilon_i}-\sum_{i<j}^{\rm occ}\frac{2(f_i-f_j)\,y_{ij}^2}{\varepsilon_j-\varepsilon_i}\le0 ,$$

since every term being subtracted is non-negative. If $\chi_sy=0$, each term vanishes, so $y_{ai}=0$ for all $a,i$, and multiplication by $y$ maps the occupied span $S$ into itself. Then $\phi_1,y\phi_1,\dots,y^{N_o}\phi_1$ are $N_o+1$ members of an $N_o$-dimensional space, and some non-zero polynomial $\pi$ satisfies $\pi(y(x))\,\phi_1(x)=0$. The ground state is positive inside the box: replacing $\phi_1$ by $|\phi_1|$ does not raise the energy, so it may be taken non-negative, and an interior zero would be a minimum with zero value and zero slope, which forces $\phi_1\equiv0$. Thus $y(x)$ takes only the finitely many roots of $\pi$ as values. It is also continuous, being the ratio of $y\phi_1\in S$ to $\phi_1>0$. A continuous function with finitely many values on an interval is constant. On a grid the continuity step is missing, and the worked example reads the property from the spectrum of $X$ at $v^*$.

With this null space, $g=0$ implies $u=c$, that is $n-n_0=c/w$. Integration with $N=\sum_if_i$ and $N_0=\int n_0\,dx$ gives $c=(N-N_0)/\int w^{-1}dx$, and $J=\tfrac12c^2\int w^{-1}dx$ becomes

$$J_{\rm stat}=\frac{(N-N_0)^2}{2\int w^{-1}dx}\;\longrightarrow\;\frac{(N-N_0)^2}{2N_0}\quad\text{for }w=1/n_0 .$$

This value is reached only if $n_0+c/w$ is itself the density of some potential. For $w=1/n_0$ it is the rescaled target $(N/N_0)\,n_0$. For $w=1$ and $N_0>N$ it is $n_0$ lowered by the constant $|c|$. In the continuum this is negative near the walls if $n_0$ tends to zero there, and no stationary point exists. On a grid $n_0$ has a positive minimum, and the same conclusion holds once $|c|$ exceeds that minimum. For a normalized target any stationary point has $n=n_0$, so $J$ has no false minimum at finite $v$. This does not prove that a solution exists: for a target that no potential of this class reproduces, the gradient can only become small while $v$ runs away.

## Curvature and the finishing step

With $r=n-n_0$ and $W={\rm diag}(w)$, $J=\tfrac12h\,r^TWr$ and $\nabla J=hX^TWr=hXu$. Differentiating again,

$$\frac{\partial^2J}{\partial v_l\,\partial v_m}=h\,(XWX)_{lm}+h\sum_ku_k\frac{\partial^2n_k}{\partial v_l\,\partial v_m}.$$

The second term vanishes at the solution, where $u=0$, so $J\approx\tfrac12h\,\delta v^TXWX\,\delta v$ to second order in the potential error $\delta v$. For $w=1$ the Hessian is $hX^2$, and its condition number on the space without the constant mode is exactly the square of that of $X$. For a weight that varies in space it is in general not the square and must be computed.

The small eigenvalues of $-X$ can be estimated. For equal occupations $-X=2\sum_if_iD_iG_iD_i$, where $D_i={\rm diag}(\phi_i)$ and $G_i$ is the matrix inverse of $H-\varepsilon_i$ on the empty space; this is form B with $u=e_l$. For a perturbation on the point next to a wall the kinetic term $1/h^2$ dominates $v-\varepsilon_i$, and $G_i$ may be replaced roughly by $T^{-1}$. The eigenvalues of $T$ are below $2/h^2$, so those of $T^{-1}$ are above $h^2/2$. The corner element of $T^{-1}$ is $2h^2M/(M+1)$: the vector $z_k=2h^2(M+1-k)/(M+1)$ is linear in $k$ and zero at $k=M+1$, so $Tz$ vanishes for $k\ge2$, and row 1 gives $(2z_1-z_2)/(2h^2)=(2M-M+1)/(M+1)=1$. When the density is smallest next to a wall, the smallest non-zero eigenvalue is thus expected between about $2n_{\min}\cdot h^2/2=n_{\min}h^2$ and $2n_{\min}\cdot2h^2=4n_{\min}h^2$. This is an order-of-magnitude estimate, as it ignores the projector and the potential, and for a density minimum inside the box, as under a barrier between two wells, the eigenvalue can fall below the lower end. It says that $v$ is weakly determined where the density is small and at the scale of the grid.

The finishing step removes the weight and the extra power of $X$. Linearizing, $r(v+d)=r+Xd$, and setting this to zero gives

$$\begin{pmatrix}X&\mathbf 1\\ \mathbf 1^T&0\end{pmatrix}\begin{pmatrix}d\\ \lambda\end{pmatrix}=\begin{pmatrix}n_0-n\\0\end{pmatrix}.$$

Multiplying the first row by $\mathbf 1^T$ and using $\mathbf 1^TX=0$ gives $M\lambda=\sum_k(n_0-n)_k$, which is zero for a normalized target. The last row fixes the constant in $d$. The slope of $J$ along $d$ is $h\,(Xu)^Td=h\,u^TXd=-h\,u^Tr=-2J$, negative whenever $J>0$, so halving the step until $J$ falls always succeeds in exact arithmetic. This Gauss–Newton step is Newton's method for $n[v]=n_0$ and converges quadratically near a solution at which $X$ is invertible on the gauge-fixed space. It needs $M$ right-hand sides per orbital, still without empty orbitals.

One iteration of the whole scheme is therefore: compute the $N_o$ lowest eigenpairs, form $u$, solve the $N_o$ adjoint systems, assemble $g$, and pass $J$ and $hg$ to L-BFGS. Gauss–Newton steps follow the last iteration.

This part has derived the adjoint gradient in two equivalent forms, found where it vanishes, and obtained the curvature of $J$ and the Gauss–Newton finishing step. What remains is to test these results in a worked example, carry out two inversions, and give guidance on settings and on the conditions under which the option does not apply.
